# Rupture barrier and lifetime of a Morse bond under constant force: a numerical check

```python
"""Rupture barrier of a Morse bond under a constant force.

Result under test: E = D*(s - (1 - s**2)*artanh(s)), s = sqrt(1 - f/f_max),
f_max = a*D/2, for the bond energy V(x) = D*(1 - exp(-a*x))**2.
D: depth (eV); a: inverse range (1/nm); x: stretch (nm); f: force (eV/nm).
The barrier is the maximum minus the minimum of V(x) - f*x.
The example is a Si-O bond in a low-k film, with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

EV = const.e
NANONEWTON = 1e-18 / EV          # eV/nm in one nN
NEWTON_PER_M = 1e-18 / EV        # eV/nm^2 in one N/m
KB = const.k / EV                # eV/K


def morse(x, depth, a):
    return depth * (1 - np.exp(-a * x))**2


def barrier_formula(phi, depth):
    s = np.sqrt(1 - phi)
    return depth * (s - (1 - s**2) * np.arctanh(s))


def find_extrema(potential, a):
    """First local minimum and first later maximum, or None."""
    x = np.linspace(-1 / a, 15 / a, 4001)
    v = potential(x)
    lows = np.where((v[1:-1] < v[:-2]) & (v[1:-1] <= v[2:]))[0] + 1
    highs = np.where((v[1:-1] > v[:-2]) & (v[1:-1] >= v[2:]))[0] + 1
    if len(lows) == 0 or len(highs) == 0:
        return None
    i = lows[0]
    j = highs[highs > i][0]
    options = {"xatol": 1e-12}
    low = minimize_scalar(potential, bounds=(x[i-1], x[i+1]),
                          method="bounded", options=options).x
    high = minimize_scalar(lambda y: -potential(y),
                           bounds=(x[j-1], x[j+1]),
                           method="bounded", options=options).x
    return low, high, potential(high) - potential(low)


# Closed form against extrema of the original potential
for depth, a in ((4.5, 17.0), (1.3, 9.0)):
    def bond_force(x):
        h = 1e-4 / a
        return (morse(x + h, depth, a) - morse(x - h, depth, a)) / (2*h)
    peak = minimize_scalar(lambda x: -bond_force(x), bounds=(0, 3 / a),
                           method="bounded")
    f_top = a * depth / 2
    assert abs(-peak.fun / f_top - 1) < 1e-6

    def numeric(phi):
        return find_extrema(
            lambda x: morse(x, depth, a) - phi * f_top * x, a)

    for phi in (0.01, 0.1, 0.4, 0.7, 0.95):
        low, high, height = numeric(phi)
        s = np.sqrt(1 - phi)
        assert abs(height - barrier_formula(phi, depth)) < 1e-8 * depth
        assert abs(a * (high - low) - 2 * np.arctanh(s)) < 1e-5
    assert numeric(1.02) is None
    step = 1e-3
    slope = (numeric(0.4 + step)[2] - numeric(0.4 - step)[2])
    slope /= 2 * step * f_top
    low, high, _ = numeric(0.4)
    assert abs(slope / (low - high) - 1) < 1e-4
    s = np.sqrt(0.05)
    near_top = depth * (2 / 3) * s**3 * (1 + s**2 / 5)
    assert abs(numeric(0.95)[2] / near_top - 1) < 1e-3
    phi = 1e-3
    weak = depth * (1 - phi / 2 * (1 + np.log(4 / phi)))
    assert abs(numeric(phi)[2] - weak) < 1e-5 * depth

# Example inputs: rough typical values for a Si-O bond and a low-k film
D, A, T = 4.5, 17.0, 378.0
MASS_SI, MASS_O = 28.085, 15.999
mass = MASS_SI * MASS_O / (MASS_SI + MASS_O) * const.atomic_mass
kT = KB * T
f_max = A * D / 2
YEAR = const.year
target_life = 10 * YEAR


def angular_frequency(curvature):
    return np.sqrt(curvature / NEWTON_PER_M / mass)


def life(phi, temperature):
    s = np.sqrt(1 - phi)
    omega = angular_frequency(A**2 * D * s * (1 + s))
    return (2 * np.pi / omega
            * np.exp(barrier_formula(phi, D) / (KB * temperature)))


phi_w = brentq(lambda p: np.log(life(p, T) / target_life), 0.02, 0.98)
f_w = phi_w * f_max
s_w = np.sqrt(1 - phi_w)
E_w = barrier_formula(phi_w, D)


def tilted(x):
    return morse(x, D, A) - f_w * x


x_min, x_bar, E_num = find_extrema(tilted, A)
dx = x_bar - x_min
assert abs(E_num - E_w) < 1e-7

# Curvatures by finite differences
h = 1e-4
k_well = A**2 * D * s_w * (1 + s_w)
k_bar = A**2 * D * s_w * (1 - s_w)
for x, expected in ((x_min, k_well), (x_bar, -k_bar)):
    second = (tilted(x + h) - 2 * tilted(x) + tilted(x - h)) / h**2
    assert abs(second / expected - 1) < 1e-3
w_well, w_bar = angular_frequency(k_well), angular_frequency(k_bar)

# Classical transition-state rate from the full configuration integral
length = quad(lambda x: np.exp(-(tilted(x) - tilted(x_min)) / kT),
              x_min - 0.08, x_bar, points=[x_min], limit=200)[0]
rate_full = (np.sqrt(kT * EV / (2 * np.pi * mass)) / (length * 1e-9)
             * np.exp(-E_num / kT))
anharmonic = rate_full * life(phi_w, T)
assert abs(anharmonic - 1) < 0.10  # harmonic error is of order kT/E

# Quantum partition function of the well by diagonalization
hb_well = const.hbar * w_well / EV
hb_bar = const.hbar * w_bar / EV
y_well, y_bar = hb_well / (2 * kT), hb_bar / (2 * kT)
grid = np.linspace(x_min - 0.06, x_bar, 240)
spacing = grid[1] - grid[0]
kinetic = const.hbar**2 / (2 * mass) / EV * 1e18   # eV nm^2
gap = np.subtract.outer(np.arange(240), np.arange(240))
safe = np.where(gap == 0, 1, gap)
T_matrix = np.where(gap == 0, np.pi**2 / 3,
                    2.0 * (1 - 2 * (np.abs(gap) % 2)) / safe**2)
H = kinetic / spacing**2 * T_matrix + np.diag(tilted(grid))
levels = np.linalg.eigvalsh(H) - tilted(x_min)
levels = levels[levels < E_w]
Q_numeric = np.exp(-levels / kT).sum()
assert abs(Q_numeric * 2 * np.sinh(y_well) - 1) < 0.05  # anharmonicity
assert abs(levels[0] / (hb_well / 2) - 1) < 0.05
well_factor = np.sinh(y_well) / y_well

# Tunnelling factor from the action under the actual barrier
tunnel_factor = y_bar / np.sin(y_bar)
nodes, weights = np.polynomial.legendre.leggauss(60)


def action(below):
    energy = tilted(x_bar) - below
    left = brentq(lambda x: tilted(x) - energy, x_min, x_bar)
    right = brentq(lambda x: tilted(x) - energy, x_bar, x_bar + 1.0)
    angle = nodes * np.pi / 2
    half = (right - left) / 2
    x = (left + right) / 2 + half * np.sin(angle)
    root = np.sqrt(np.maximum(tilted(x) - energy, 0) / kinetic)
    return np.sum(weights * root * np.cos(angle)) * half * np.pi / 2


under = quad(lambda d: np.exp(d / kT) / (1 + np.exp(2 * action(d))),
             1e-7, 0.3, limit=200)[0] / kT
over = quad(lambda d: np.exp(-d / kT)
            / (1 + np.exp(-2 * np.pi * d / hb_bar)), 0, 1.0,
            points=[0.02, 0.1], limit=200)[0] / kT
tunnel_numeric = under + over
# The parabola is only the leading form of the barrier top
assert abs(tunnel_numeric - tunnel_factor) < 0.3 * (tunnel_factor - 1)
quantum_factor = well_factor * tunnel_factor

# Network stiffness: column of film with area 1/density, given length
MODULUS, BOND_DENSITY, COLUMN = 8e9, 5e18, 1e-9
K_net = MODULUS / (BOND_DENSITY * COLUMN)
K_ev = K_net * NEWTON_PER_M
E_net = find_extrema(
    lambda x: tilted(x) + K_ev * (x - x_min)**2 / 2, A)[2]
net_bound = K_ev * dx**2 / 2
assert E_net - E_w >= net_bound

# Rydberg curve with the same depth and the same initial stiffness
b = np.sqrt(2) * A


def rydberg(x):
    return D * (1 - (1 + b * x) * np.exp(-b * x))


stiff_m = (morse(h, D, A) + morse(-h, D, A)) / h**2
stiff_r = (rydberg(h) + rydberg(-h)) / h**2
assert abs(stiff_r / stiff_m - 1) < 1e-4
E_ryd = find_extrema(lambda x: rydberg(x) - f_w * x, A)[2]

# Water attack: assumed occupancy and rough barrier, same prefactor
OCCUPANCY, E_WATER = 1e-3, 1.0
E_equal = E_w + kT * np.log(OCCUPANCY)
water_factor = OCCUPANCY * np.exp((E_w - E_WATER) / kT)

STRESS = 50e6
f_average = STRESS / BOND_DENSITY * 1e9   # nN
f_w_nN = f_w / NANONEWTON

print(f"Input depth D: {D:.2f} eV")
print(f"Input inverse range a: {A:.1f} 1/nm")
print(f"Input temperature: {T:.0f} K; kT = {kT:.5f} eV")
print(f"Reduced mass Si-O: {mass / const.atomic_mass:.3f} u")
print(f"Unloaded stiffness: {2*D*A**2 / NEWTON_PER_M:.1f} N/m")
print(f"Maximum force: {f_max:.3f} eV/nm = {f_max/NANONEWTON:.3f} nN")
print(f"Stretch at maximum force: {np.log(2)/A:.4f} nm")
for phi in (0.1, 0.25, 0.5, 0.75, 0.9):
    print(f"f/f_max {phi:.2f}: s = {np.sqrt(1-phi):.4f}, "
          f"barrier = {barrier_formula(phi, D):.4f} eV")
print(f"Target mean life: {target_life/YEAR:.0f} years"
      f" = {target_life:.4e} s")
print(f"Ten-year force ratio f/f_max: {phi_w:.4f}")
print(f"Ten-year force: {f_w:.3f} eV/nm = {f_w_nN:.3f} nN")
print(f"s at ten-year force: {s_w:.4f}")
print(f"artanh(s) at ten-year force: {np.arctanh(s_w):.4f}")
print(f"Stretch at minimum: {x_min:.4f} nm")
print(f"Stretch at maximum: {x_bar:.4f} nm")
print(f"Separation of extrema: {dx:.4f} nm")
print(f"Rise of bond energy D*s: {D*s_w:.4f} eV")
print(f"Work of load: {f_w*dx:.4f} eV")
print(f"Barrier, formula: {E_w:.4f} eV")
print(f"Barrier, numerical extrema: {E_num:.4f} eV")
print(f"Leading near-f_max form (2/3)D*s^3: {2/3*D*s_w**3:.4f} eV")
print(f"Attempt frequency: {w_well/(2*np.pi):.3e} Hz")
print(f"Life ratio for 10 % more force: "
      f"{life(1.1*phi_w, T)/target_life:.3e}")
print(f"Life at 298 K, same force: {life(phi_w, 298)/YEAR:.3e} years")
print(f"Input film stress: {STRESS/1e6:.0f} MPa")
print(f"Input bond density: {BOND_DENSITY/1e18:.1f} per nm^2")
print(f"Average force per bond: {f_average:.4f} nN")
print(f"Force concentration needed: {f_w_nN/f_average:.0f}")
print(f"Input film modulus: {MODULUS/1e9:.1f} GPa; "
      f"column length: {COLUMN*1e9:.1f} nm")
print(f"Network stiffness: {K_net:.2f} N/m")
print(f"Network barrier change: {E_net-E_w:+.4f} eV; "
      f"lower bound {net_bound:.4f} eV")
print(f"Network life factor: {np.exp((E_net-E_w)/kT):.2f}")
print(f"Rydberg-curve barrier: {E_ryd:.4f} eV; "
      f"change {E_ryd-E_w:+.4f} eV")
print(f"Rydberg-curve life factor, same prefactor: "
      f"{np.exp((E_ryd-E_w)/kT):.3e}")
print(f"Well quantum energy: {hb_well:.4f} eV; "
      f"zero-point level {levels[0]:.4f} eV")
print(f"Quantum well rate factor: {well_factor:.3f}")
print(f"Tunnelling rate factor: parabola {tunnel_factor:.4f}, "
      f"action {tunnel_numeric:.4f}")
print(f"Combined quantum rate factor: {quantum_factor:.3f}")
print(f"Classical anharmonic rate factor: {anharmonic:.4f}")
print(f"Input water occupancy: {OCCUPANCY:.0e}; "
      f"rough water barrier: {E_WATER:.1f} eV")
print(f"Water barrier giving equal rate: {E_equal:.3f} eV")
print(f"Water-to-dry rate ratio: {water_factor:.1e}")
print("all assertions hold")
```

It prints:

```
Input depth D: 4.50 eV
Input inverse range a: 17.0 1/nm
Input temperature: 378 K; kT = 0.03257 eV
Reduced mass Si-O: 10.193 u
Unloaded stiffness: 416.7 N/m
Maximum force: 38.250 eV/nm = 6.128 nN
Stretch at maximum force: 0.0408 nm
f/f_max 0.10: s = 0.9487, barrier = 3.4508 eV
f/f_max 0.25: s = 0.8660, barrier = 2.4155 eV
f/f_max 0.50: s = 0.7071, barrier = 1.1989 eV
f/f_max 0.75: s = 0.5000, barrier = 0.3961 eV
f/f_max 0.90: s = 0.3162, barrier = 0.0969 eV
Target mean life: 10 years = 3.1536e+08 s
Ten-year force ratio f/f_max: 0.3984
Ten-year force: 15.237 eV/nm = 2.441 nN
s at ten-year force: 0.7757
artanh(s) at ten-year force: 1.0344
Stretch at minimum: 0.0070 nm
Stretch at maximum: 0.1287 nm
Separation of extrema: 0.1217 nm
Rise of bond energy D*s: 3.4904 eV
Work of load: 1.8542 eV
Barrier, formula: 1.6362 eV
Barrier, numerical extrema: 1.6362 eV
Leading near-f_max form (2/3)D*s^3: 1.4000 eV
Attempt frequency: 2.072e+13 Hz
Life ratio for 10 % more force: 4.110e-03
Life at 298 K, same force: 7.185e+06 years
Input film stress: 50 MPa
Input bond density: 5.0 per nm^2
Average force per bond: 0.0100 nN
Force concentration needed: 244
Input film modulus: 8.0 GPa; column length: 1.0 nm
Network stiffness: 1.60 N/m
Network barrier change: +0.0774 eV; lower bound 0.0739 eV
Network life factor: 10.78
Rydberg-curve barrier: 1.7538 eV; change +0.1176 eV
Rydberg-curve life factor, same prefactor: 3.696e+01
Well quantum energy: 0.0857 eV; zero-point level 0.0427 eV
Quantum well rate factor: 1.314
Tunnelling rate factor: parabola 1.0374, action 1.0373
Combined quantum rate factor: 1.364
Classical anharmonic rate factor: 0.9932
Input water occupancy: 1e-03; rough water barrier: 1.0 eV
Water barrier giving equal rate: 1.411 eV
Water-to-dry rate ratio: 3.0e+05
all assertions hold
```
